# Antisymmetric Diffusion Profiles Show a Symmetric, Not a Constant, Diffusivity

An antisymmetric concentration profile in a step couple does not prove that the diffusivity is constant. It proves that $D(c)$ takes equal values at compositions equally far above and below the mean, and any continuous positive $D(c)$ with that symmetry produces such a profile. In the example below, $D$ is four times larger at the mean composition than at the ends, yet the profile is antisymmetric.

## The couple and its inversion formula

Let $C_L$ and $C_R$ be the initial compositions on the left and right. Define the scaled composition $c=(C-C_R)/(C_L-C_R)$, which runs from 1 to 0 and has mean $1/2$. For constant molar volume and one-dimensional diffusion,

$$\frac{\partial c}{\partial t}=\frac{\partial}{\partial x}\left[D(c)\frac{\partial c}{\partial x}\right],\qquad c(x,0)=\begin{cases}1,&x<0\\0,&x>0.\end{cases}\tag{1}$$

The couple is taken as infinitely long. Antisymmetry means that $c-\tfrac12$ is odd in $x$:

$$c(x,t)+c(-x,t)=1.\tag{2}$$

The initial step contains no length, so we seek a solution that depends on $\eta=x/\sqrt t$ alone. Then $\partial c/\partial t=-(\eta/2t)\,c'$ and $\partial c/\partial x=c'/\sqrt t$, where the prime denotes $d/d\eta$. Multiplying (1) by $t$ gives

$$-\frac{\eta}{2}\,c'=(D\,c')'.\tag{3}$$

Integrate from $\eta$ to $+\infty$, where $c=0$ and the flux vanishes. The right side gives $-D\,c'(\eta)$. On the left, $c'\,d\eta=dc$, and the composition runs from $c$ down to 0, so the left side is $+\tfrac12\int_0^c\eta\,d\tilde c$. Hence

$$D(c)=-\frac12\,\frac{d\eta}{dc}\int_0^c\eta(\tilde c)\,d\tilde c.\tag{4}$$

The flux also vanishes at $c=1$, which requires

$$\int_0^1\eta\,dc=0.\tag{5}$$

This condition fixes the origin of $x$, the Matano plane. With constant molar volume it is the initial contact plane.

The argument also runs backwards. Choose a decreasing profile that obeys (5) and define $D$ by (4). Then $D\,c'=-\tfrac12\int_0^c\eta\,d\tilde c$, and differentiating with respect to $\eta$ restores (3). A counterexample can therefore be built by choosing the profile first.

## A counterexample in closed form

Use a parameter $z$ running over all real numbers, and set

$$c=\tfrac12\operatorname{erfc}z,\qquad \eta=2\sqrt{D_0}\,\left[z+b\operatorname{erf}z\right],\qquad b\ge0.\tag{6}$$

Since $\operatorname{erf}z=1-2c$, this is an explicit formula for position against composition. For $b=0$ it is the familiar constant-diffusivity profile. For $b>0$ the middle is stretched.

Changing $z$ to $-z$ changes $\eta$ to $-\eta$ and $c$ to $1-c$. The profile is therefore antisymmetric for every $b$, and (5) holds because $\eta$ is odd about $c=\tfrac12$. As $t\to0$ at fixed $x\ne0$, $\eta\to\pm\infty$ and $c$ tends to 0 or 1, as the initial step requires.

To find $D$, first take the slope. From $dc/dz=-e^{-z^2}/\sqrt\pi$ and $d(\operatorname{erf}z)/dz=2e^{-z^2}/\sqrt\pi$,

$$\frac{d\eta}{dc}=-2\sqrt{\pi D_0}\;e^{z^2}\left[1+\frac{2b}{\sqrt\pi}e^{-z^2}\right].$$

Next take the integral. The composition range from 0 to $c$ corresponds to $s$ running from $\infty$ to $z$. The minus sign in $d\tilde c=-e^{-s^2}ds/\sqrt\pi$ reverses the limits:

$$\int_0^c\eta\,d\tilde c=\frac{2\sqrt{D_0}}{\sqrt\pi}\int_z^\infty(s+b\operatorname{erf}s)\,e^{-s^2}ds.$$

The first term integrates to $\tfrac12e^{-z^2}$. For the second, $\frac{d}{ds}\operatorname{erf}^2s=\frac{4}{\sqrt\pi}\operatorname{erf}s\;e^{-s^2}$, so it integrates to $\frac{b\sqrt\pi}{4}(1-\operatorname{erf}^2z)$. Thus

$$\int_0^c\eta\,d\tilde c=\sqrt{\frac{D_0}{\pi}}\left[e^{-z^2}+\frac{b\sqrt\pi}{2}(1-\operatorname{erf}^2z)\right].$$

Insert both results in (4). The two minus signs cancel, the factor $\tfrac12$ cancels the 2 of the slope, and $e^{z^2}$ multiplies the last bracket:

$$\frac{D}{D_0}=\left[1+\frac{2b}{\sqrt\pi}e^{-z^2}\right]\left[1+\frac{b\sqrt\pi}{2}e^{z^2}(1-\operatorname{erf}^2z)\right].\tag{7}$$

Both factors are at least 1, so $D$ is positive. Both are even in $z$, so $D(c)=D(1-c)$.

The end values need a bound. For $z>0$,

$$\operatorname{erfc}z=\frac{2}{\sqrt\pi}\int_z^\infty e^{-s^2}ds\le\frac{2}{\sqrt\pi}\int_z^\infty\frac sz\,e^{-s^2}ds=\frac{e^{-z^2}}{z\sqrt\pi}.$$

Because $1-\operatorname{erf}^2z\le2\operatorname{erfc}z$, the second bracket in (7) tends to 1 as $z\to\infty$, and so does the first. Hence $D\to D_0$ at both ends, and $D$ is continuous and bounded on $0\le c\le1$. At the mean composition $z=0$,

$$\frac{D(1/2)}{D_0}=\left(1+\frac{2b}{\sqrt\pi}\right)\left(1+\frac{b\sqrt\pi}{2}\right),\tag{8}$$

which exceeds 1 whenever $b>0$. The diffusivity is not constant, although the profile is antisymmetric.

## Numbers for one anneal

Take $b=1$, $D_0=1.0\times10^{-10}\ \mathrm{cm^2/s}$ and an anneal of 100 h, with pure ends, so that $c$ is an atomic fraction. The diffusion length is

$$\sqrt{D_0t}=\sqrt{10^{-10}\times3.6\times10^5}\ \mathrm{cm}=60\ \mathrm{\mu m}.$$

Equation (8) gives $D(1/2)=2.128\times1.886\,D_0=4.015\,D_0$, or $4.0\times10^{-10}\ \mathrm{cm^2/s}$.

At $c=0.2$, $\operatorname{erf}z=0.6$ and $z=0.595$, so $x=120(0.595+0.6)=143.4\ \mathrm{\mu m}$. The two factors in (7) are 1.792 and 1.808, and their product is 3.24. By antisymmetry, $c=0.8$ lies at $-143.4\ \mathrm{\mu m}$ and has the same $D$.

Suppose the profile is now read as if $D$ were constant. Each point then gives an apparent value from $x=2z\sqrt{D_{\rm app}t}$:

$$\frac{D_{\rm app}}{D_0}=\left(1+b\,\frac{\operatorname{erf}z}{z}\right)^2.\tag{9}$$

At the centre $\operatorname{erf}z/z\to2/\sqrt\pi$, and (9) becomes the value inferred from the central slope.

| $c$ | $x$ (µm) | $D/D_0$ | $D_{\rm app}/D_0$ |
|---|---|---|---|
| 0.50 | 0 | 4.01 | 4.53 |
| 0.30 | 92.5 | 3.68 | 4.32 |
| 0.10 | 204.7 | 2.58 | 3.54 |
| 0.01 | 315.0 | 1.64 | 2.55 |

The apparent value is not the local diffusivity, even at the centre, where it is 13% above the true one. Equation (4) needs the area under the profile as well as its slope. At the centre the constant-$D$ reading has the correct slope, but it supplies the area of an error-function profile instead of the actual one.

The variation can be missed if a fit is judged only by the size of its misfit. An unweighted least-squares fit of a single error-function profile, at points 10 µm apart over $|x|\le400\ \mathrm{\mu m}$, gives $D=3.67\,D_0$. Its largest misfit is 0.017 in atomic fraction and its rms misfit is 0.012. Measurement scatter of one or two atomic per cent would be comparable with this misfit. The misfit is systematic, however, so with this many points a check for correlation between neighbouring residuals will usually reveal it. With few points and the larger scatter it can easily pass unnoticed.

A direct numerical solution of (1), on a mesh not symmetric about $x=0$, agrees with (6) to within $1.0\times10^{-4}$ in $c$ for $b=0$, 0.4 and 1, at a quarter of the anneal time and at its end. Applying (4) to the computed profile for $b=1$ returns $D/D_0=2.582$, 3.678 and 4.015 at $c=0.1$, 0.3 and 0.5, in agreement with (7).

## The correct general statement

Let $D$ be continuous and positive on $0\le c\le1$, and let $c(\eta)$ be the similarity solution of the step couple, whose existence is assumed here. Then

$$c(x,t)+c(-x,t)=1\quad\Longleftrightarrow\quad D(c)=D(1-c).\tag{10}$$

**Symmetric diffusivity gives an antisymmetric profile.** Define the reflected profile $v(x,t)=1-c(-x,t)$. The two minus signs in its space derivative cancel, so $v_x(x,t)=c_x(-x,t)$. Since $c(-x,t)=1-v(x,t)$,

$$\frac{\partial}{\partial x}\left[D(1-v)\,v_x\right]=-\left.\frac{\partial}{\partial y}\left[D(c)\,c_y\right]\right|_{y=-x}=-c_t(-x,t)=v_t(x,t).$$

If $D(1-v)=D(v)$, then $v$ obeys the same equation as $c$. It also has the same initial step: for $x<0$ the point $-x$ lies on the right, where $c=0$, so $v=1$. It remains to show that the two solutions coincide.

Solutions of this kind have rapidly decaying tails. With $F=-D\,c'$, equation (3) reads $F'=-(\eta/2D)F$, so

$$F(\eta)=F(0)\exp\left[-\int_0^\eta\frac{s\,ds}{2D(c(s))}\right]\le F(0)\,e^{-\eta^2/4D_{\max}}.$$

Let $c_1,c_2$ be two similarity solutions, and put $w=c_1-c_2$, $W(x,t)=\int_{-\infty}^xw\,dx'$ and $\Phi(c)=\int_0^cD\,d\tilde c$. For each solution, the excess on the right minus the deficit on the left is

$$\int_0^\infty c\,d\eta-\int_{-\infty}^0(1-c)\,d\eta=\int_0^1\eta\,dc=0.$$

Therefore $W$ vanishes at both infinities. Since $w_t=[\Phi(c_1)-\Phi(c_2)]_{xx}$, one integration over $x$ gives $W_t=[\Phi(c_1)-\Phi(c_2)]_x$. Multiply by $W$ and integrate by parts, using $W_x=w$:

$$\frac{d}{dt}\,\frac12\int W^2dx=-\int(c_1-c_2)\left[\Phi(c_1)-\Phi(c_2)\right]dx\le0.\tag{11}$$

The sign follows because $D>0$ makes $\Phi$ increasing. But $w$ depends on $\eta$ alone, so $W=\sqrt t$ times a function of $\eta$, and $\int W^2dx$ equals $t^{3/2}$ times a non-negative constant. Such a quantity can be non-increasing only if the constant is zero. Hence $W=0$, $w=0$ and $v=c$, which is (2).

**An antisymmetric profile gives a symmetric diffusivity.** Write (2) as $\eta(1-c)=-\eta(c)$. Differentiating with respect to $c$ shows that $d\eta/dc$ has equal values at $c$ and $1-c$. For the integral $M(c)=\int_0^c\eta\,d\tilde c$, use $M(1)=0$ and then substitute $\tilde c=1-u$:

$$M(1-c)=-\int_{1-c}^1\eta(\tilde c)\,d\tilde c=-\int_0^c\eta(1-u)\,du=\int_0^c\eta(u)\,du=M(c).$$

Both factors in (4) are symmetric about $\tfrac12$, and so is $D$. The end values follow by continuity.

The plane of antisymmetry need not be known beforehand. If the profile is antisymmetric about $\eta_0$, then $\eta(c)+\eta(1-c)=2\eta_0$. Integrating over $c$ and using (5) gives $\eta_0=0$, so that plane is the Matano plane.

## A physical source of the symmetry

A regular solution of two species with equal, constant tracer diffusivity $D^*$ has this property. This is an idealisation: in real alloys the tracer diffusivities usually differ between the species and vary with composition, so the symmetry is at best approximate. Let $c$ be the atomic fraction of B and let the free energy per atom, apart from terms linear in $c$, be

$$g=\Omega c(1-c)+kT\left[c\ln c+(1-c)\ln(1-c)\right].$$

Neglect correlation corrections and cross terms between the fluxes. The flux of B relative to the lattice is then proportional to $-(D^*c/kT)\,\partial\mu_B/\partial x$. The corresponding A and B fluxes cancel by the Gibbs–Duhem relation, so the lattice does not drift. From $\mu_B=g+(1-c)g'$, where the prime now means $d/dc$, one finds $d\mu_B/dc=(1-c)g''$. With $g''=-2\Omega+kT/[c(1-c)]$,

$$D=D^*\,\frac{c(1-c)g''}{kT}=D^*\left[1-\frac{2\Omega}{kT}c(1-c)\right].\tag{12}$$

For $\Omega<2kT$ this is positive, and it is symmetric about $c=\tfrac12$. With $\Omega=1.5\,kT$, which is 0.165 eV at 1273 K, $D$ falls to $0.25\,D^*$ at the centre. The numerical solution for this case has an antisymmetry defect, $\max|c(x)+c(-x)-1|$, of only $8.6\times10^{-6}$.

The symmetry belongs to the couple as well as to the alloy. A couple between $c=\tfrac12$ and $c=0$ has its mean at $\tfrac14$, about which (12) is not symmetric unless $\Omega=0$.

For contrast, $D=D_0[1+0.5(2c-1)]$ is not symmetric, and its defect is 0.090. The rapidly varying but symmetric $D=D_0\{1+0.7\cos[3\pi(2c-1)]\}$ gives $4.2\times10^{-4}$. This is larger than in the other symmetric cases but about 200 times smaller than in the asymmetric one. By (10) the exact defect is zero for a symmetric $D$, so the remainder is numerical error.

## What does establish constancy

Plot $z=\operatorname{erfc}^{-1}(2c)$ against $x$. A straight line through the Matano plane means $\eta=2\sqrt{D_1}\,z$, which is (6) with $b=0$, and (7) then gives $D=D_1$ at every composition. Conversely, a constant $D$ gives this line. Otherwise (4) supplies $D(c)$ itself.

A second couple with another mean can expose the variation. For the alloy of the worked example, a couple between $c=\tfrac12$ and $c=0$ has a defect of 0.060 in its own scaled composition, or 0.030 in atomic fraction. Passing this second test would still not prove constancy: $D=D_0[1+0.5\cos(4\pi c)]$ is symmetric about both $\tfrac12$ and $\tfrac14$. If every pair of end compositions gave an antisymmetric profile, (10) would require $D$ to be equal at the two ends of every pair, and $D$ would be constant.

## The example beside real couples

The chosen $D_0$ and anneal lie in the rough regime of concentrated fcc substitutional alloys near 1273 K, where interdiffusion coefficients vary widely between systems. The symmetric fourfold maximum is a model choice. In many real couples that span a wide composition range the end diffusivities differ strongly, so $D(c)$ is far from symmetric and the profile is not antisymmetric. Real couples can break the assumption of constant molar volume. Suppose the partial molar volumes are constant with $V_B/V_A=1.07$, and $D$ is symmetric in the volume fraction of B. At the contact plane that fraction is $\tfrac12$, but the atomic fraction is $1/(1+1.07)=0.483$, which gives a defect of 0.034 about that plane. Most of this is a displacement of the profile: if the worked profile is read as volume fraction, the defect in atomic fraction falls to 0.006 about an origin 6.4 µm to the left. Temperature matters too: if the activation energies at the two ends differ by 0.1 eV and the anneal is 100 K below the temperature at which $D$ is symmetric, the end diffusivities differ by 8% and the defect is 0.006, for an activation energy linear in $c$. This gap is a chosen, small value, and the defect grows almost in proportion to it: a gap of 0.8 eV gives an end ratio of 1.86 and a defect of 0.047. Halves 2 mm thick are effectively infinite here, and a probe blur of 1 µm changes $c$ by less than $10^{-5}$. Grain-boundary transport and pore formation are left out.

Inert markers should not be used as the origin. If the intrinsic diffusivities differ by $0.5\,D_0$, markers move at $v=0.5\,D_0|\partial c/\partial x|$. Their displacement grows as $\sqrt t$, so it equals $2vt$, about 8 µm in this anneal. With efficient vacancy sinks and no pores, this drift leaves (1) intact, but a profile plotted from the markers would not be antisymmetric about that origin, although $D(c)$ is symmetric. Here the defect about the markers is 0.035.

## Calculated quantities

```
End diffusivity D0 = 1.0e-10 cm^2/s; b = 1.0
Anneal = 100 h at 1273 K
sqrt(D0 t) = 60.00 um
D at c=0.5: 4.015 D0 = 4.015e-10 cm^2/s
c | x (um) | true D/D0 | D/D0 from erfc plot
0.50 | 0.0 | 4.015 | 4.530 (slope)
0.40 | 45.5 | 3.931 | 4.479
0.30 | 92.5 | 3.678 | 4.321
0.20 | 143.4 | 3.240 | 4.033
0.10 | 204.7 | 2.582 | 3.545
0.05 | 247.6 | 2.133 | 3.146
0.01 | 315.0 | 1.640 | 2.546
Inversion of the computed profile, c: D/D0
  0.1: 2.582 (formula 2.582)
  0.3: 3.678 (formula 3.678)
  0.5: 4.015 (formula 4.015)
  0.7: 3.678 (formula 3.678)
  0.9: 2.582 (formula 2.582)
Best single-D fit, |x|<=400 um: 3.668 D0
  largest misfit in c = 0.0174
  rms misfit in c = 0.0119
Largest solver error in c (closed cases) = 1.0e-04
Antisymmetry defect max|c(x)+c(-x)-1|:
  example, even D: 1.1e-06
  regular solution, clustering: 8.6e-06
  regular solution, ordering: 1.5e-06
  oscillating: 4.2e-04
  D/D0 = 1+0.5(2c-1), not even: 0.0897
    inverted D/D0 at c=0.25, 0.75: 0.750, 1.250
  example alloy, couple 1/2|0 (scaled c): 0.0599
Clustering case: Omega = 1.5 kT = 0.165 eV per atom
Neglected effects in the example:
  molar-volume ratio 1.07: defect 0.0338
  end activation energies differ by 0.1 eV,
    anneal 100 K lower: end-D ratio 1.081, defect 0.0059
  c at outer face, 2000 um: 4.6e-109
  probe blur 1.0 um: change in c 5.5e-06
  intrinsic D difference 0.5 D0: marker shift 7.95 um
```
